\section*{Edge diffusion can make a convex island temporarily concave}

\section{A nearly straight side}

Consider the lower edge of a large one-layer island. The step is the curve $y=h(x,t)$ with small slope, and the island lies above it. Its curvature, counted positive where the island is convex, is $\kappa\simeq h_{xx}$. Atoms that move along the step, without leaving it, run from places of high curvature to places of low curvature. As derived below, the outward normal velocity is then $V=B\kappa_{xx}$ with $B>0$. Outward is downward here, so $V=-h_t$ and
\begin{equation}
h_t=-B\,h_{xxxx},\qquad \kappa_t=-B\,\kappa_{xxxx}.
\end{equation}
Let the side be convex at the start, with $\kappa(x,0)=\delta+a x^4$ and $\delta,a>0$. The fourth derivative of $ax^4$ is the constant $24a$, so
\begin{equation}
\kappa(x,t)=\delta+a x^4-24aBt
\end{equation}
solves the equation. The middle becomes concave at $t=\delta/(24aB)$.

The reason is visible in the initial velocity, $V=12aBx^2$. Atoms arrive from the curved ends and settle on the way. The shoulders advance while the middle stands still, so the middle is left behind as a dent.

This side is not closed, and its slope is small only near $x=0$. The next section puts the same flat spot into a closed loop.

\section{The counter-example}

\subsection{The law of motion}

Let the step have an isotropic energy $\tilde\beta$ per length. Adding one atom of area $\Omega$ at a place of curvature $\kappa$ lengthens the step by $\Omega\kappa$, so the chemical potential is $\mu=\Omega\tilde\beta\kappa$. Let the step carry $n_{\rm eq}e^{\mu/kT}$ mobile edge atoms per length, with diffusion coefficient $D_e$. For $\mu\ll kT$ their current along the arclength $s$ is
\begin{equation}
j=-\frac{\sigma}{kT}\,\mu_s,\qquad \sigma=D_e n_{\rm eq}.
\end{equation}
Atoms are conserved, so the step advances where the current converges:
\begin{equation}
V=-\Omega j_s=B\kappa_{ss},\qquad B=\frac{\Omega^2\sigma\tilde\beta}{kT}.
\label{law}
\end{equation}

\subsection{How curvature, perimeter and area change}

Label the points of the loop by $\alpha$ and let them move along the outward normal, $\mathbf X_t=V\mathbf n$. The loop is traversed counterclockwise. With tangent angle $\theta$,
\begin{equation}
\mathbf t=(\cos\theta,\sin\theta),\quad \mathbf n=(\sin\theta,-\cos\theta),\quad \kappa=\theta_s,\quad \mathbf n_s=\kappa\mathbf t .
\end{equation}
Put $g=|\mathbf X_\alpha|$, so that $ds=g\,d\alpha$ and $\mathbf X_\alpha=g\mathbf t$. Differentiating this in time, and using $\mathbf t_t=-\theta_t\mathbf n$, gives
\begin{equation}
g_t\mathbf t-g\theta_t\mathbf n=(V\mathbf n)_\alpha=gV_s\mathbf n+g\kappa V\mathbf t .
\end{equation}
The two components are $g_t=g\kappa V$ and $\theta_t=-V_s$. Since $\kappa=\theta_\alpha/g$,
\begin{equation}
\kappa_t=\frac{(\theta_t)_\alpha}{g}-\kappa\frac{g_t}{g}=-V_{ss}-\kappa^2V .
\label{kin}
\end{equation}
The perimeter is $L=\int g\,d\alpha$, so $\dot L=\int\kappa V\,ds$. The area swept per unit time is $\dot A=\int V\,ds$. Inserting (\ref{law}) and integrating by parts around the loop,
\begin{equation}
\dot L=B\int\kappa\kappa_{ss}\,ds=-B\int\kappa_s^2\,ds\le0,\qquad \dot A=B\int\kappa_{ss}\,ds=0,
\label{LA}
\end{equation}
while the curvature obeys
\begin{equation}
\kappa_t=-B\left(\kappa_{ssss}+\kappa^2\kappa_{ss}\right).
\label{keq}
\end{equation}
The falling perimeter is a statement about an integral. It does not fix the sign of $\kappa$ at any one point.

\subsection{The loop}

Take a perimeter $2\pi\ell$ and measure lengths in $\ell$ and times in $\tau=\ell^4/B$, so that $B=1$. Define the initial loop by
\begin{equation}
\kappa(s)=\delta+(1-\delta)\tfrac83\sin^4 s,\qquad 0<\delta<1 .
\label{loop}
\end{equation}
Since $\sin^4s=(3-4\cos2s+\cos4s)/8$,
\begin{equation}
\kappa(s)=1+(1-\delta)\left(-\tfrac43\cos2s+\tfrac13\cos4s\right).
\end{equation}
The mean of $\kappa$ is 1, so the tangent turns by $2\pi$ in one circuit. Because $\kappa$ has period $\pi$, the tangent turns by $\pi$ in each half circuit. Hence $\mathbf t(s+\pi)=-\mathbf t(s)$, the two halves of $\int\mathbf t\,ds$ cancel, and the curve closes. It is smooth, and since $\kappa\ge\delta>0$ with one full turn, it is a simple, strictly convex loop.

At the middle of a flat side, $s=0$, we have $\kappa=\delta$ and
\begin{align}
\kappa_{ss}&=(1-\delta)\left(\tfrac{16}{3}-\tfrac{16}{3}\right)=0,\\
\kappa_{ssss}&=(1-\delta)\left(-\tfrac{64}{3}+\tfrac{256}{3}\right)=64(1-\delta).
\end{align}
Equation (\ref{keq}) then gives, to first order in time,
\begin{equation}
\kappa(0,t)=\delta-64(1-\delta)\,t+O(t^2),\qquad t_{\rm on}\simeq\frac{\delta}{64(1-\delta)} .
\end{equation}
The initial perimeter loss also follows by hand. From $\kappa_s=(1-\delta)(\tfrac83\sin2s-\tfrac43\sin4s)$,
\begin{equation}
\dot L=-(1-\delta)^2\pi\left(\tfrac{64}{9}+\tfrac{16}{9}\right)=-\tfrac{80\pi}{9}(1-\delta)^2 .
\end{equation}

\subsection{The evolution for $\delta=0.02$}

The loop is 2.66 long and 0.97 wide. The formulas give $\kappa_t=-62.72$ at the flat side and $\dot L=-26.82$. Displacing the points of the loop slightly along their normals, and recomputing curvature and perimeter from the new positions, gives the same numbers.

The full motion was computed from (\ref{law}) up to $t=0.25$. The side turns concave at $3.37\times10^{-4}$. The first-order estimate is $3.19\times10^{-4}$, about 6\% lower because it drops the terms of order $t^2$ and beyond; keeping the $t^2$ term, with $\kappa_{tt}=2.107\times10^{4}$ at the flat side, gives $3.38\times10^{-4}$. The lowest curvature, $-0.130$, is reached at $t=0.0072$. The dent, measured from the line that touches both shoulders, is deepest at $t=0.0060$, where it is $0.0070$. Concavity ends at $t=0.0201$.

The perimeter decreases between all successive computed times, from 6.283 to 5.359. It falls from 6.257 to 6.061 between $t=0.001$ and $t=0.01$, while the loop is concave. The area stays at 2.285.

The dent heals because the loop approaches a circle. For $r=R+u(t)\cos n\varphi$ with small $u$, the curvature is
\begin{equation}
\kappa\simeq\frac1R-\frac{r-R+r_{\varphi\varphi}}{R^2}=\frac1R+\frac{(n^2-1)\,u\cos n\varphi}{R^2}.
\end{equation}
Two derivatives along the arc bring a factor $-n^2/R^2$, so
\begin{equation}
\dot u=-\frac{B\,n^2(n^2-1)}{R^4}\,u .
\end{equation}
The mode $n=0$ is excluded by the fixed area, and $n=1$ is a translation. The slowest change of shape is $n=2$, with rate $12B/R^4$. The equal-area radius $R=0.8529$ gives 22.68; the computed late decay rate is 22.67.

A flat side must be flat enough to become concave. With $\delta=0.5$ the lowest curvature up to $t=0.25$ is 0.42, and the loop stays convex.

\section{A palladium island}

Take a one-layer Pd island on Pd(111) at 450 K, where $kT=0.0388$ eV, with $\ell=100$ nm. The material inputs are rough typical values: atom spacing $a=0.275$ nm, row spacing $a_\perp=0.238$ nm, $\Omega=0.0655$ nm$^2$, attempt rate $\nu=10^{13}$ s$^{-1}$, kink energy $E_k=0.10$ eV, and 0.80 eV for forming and moving an edge atom.

If the energy per length $\beta(\theta)$ depends on direction, the rates $g_t=g\kappa V$ and $\theta_t=-V_s$ give
\begin{equation}
\frac{d}{dt}\int\beta\,ds=\int(\beta\kappa V-\beta'V_s)\,ds=\int(\beta+\beta'')\,\kappa V\,ds .
\end{equation}
The stiffness $\tilde\beta=\beta+\beta''$ therefore takes the place of the energy in $\mu$. For an isotropic energy the two are equal.

The stiffness follows from the kinks. Let the step jump by $n$ rows at each site with weight $q^{|n|}$, $q=e^{-E_k/kT}=0.076$. Then
\begin{equation}
\langle n^2\rangle=\frac{2q(1+q)/(1-q)^3}{(1+q)/(1-q)}=\frac{2q}{(1-q)^2}=0.178 .
\end{equation}
Expanding $\beta(\theta)\sqrt{1+h_x^2}$ for small slope gives the energy $\tilde\beta h_x^2/2$ per length, apart from terms fixed by the end points. A rise $\Delta h$ over a length $\Delta x$ then has the weight $e^{-\tilde\beta\Delta h^2/(2kT\Delta x)}$. The step thus wanders with variance $kT/\tilde\beta$ per length, and here that variance is $a_\perp^2\langle n^2\rangle/a$. Equating the two gives $\tilde\beta=kT\,a/(a_\perp^2\langle n^2\rangle)=1.06$ eV/nm, used for all directions at first. With $D_e=\nu a^2e^{-E_d/kT}$, $n_{\rm eq}=e^{-E_f/kT}/a$ and $E_d+E_f=0.80$ eV,
\begin{align}
\sigma&=a\nu e^{-0.80\,{\rm eV}/kT}=3.0\times10^3\ {\rm nm/s},\\
B&=\frac{(0.0655)^2(3.02\times10^3)(1.06)}{0.0388}\simeq3.5\times10^2\ {\rm nm^4/s}.
\end{align}
Hence $\tau=\ell^4/B\simeq2.8\times10^5$ s, or 79 h. The island, 266 nm by 97 nm, is concave from about 1.6 min to 95 min. The dent is deepest near 28 min, at 0.70 nm or about three atomic rows. An error of 0.1 eV in the edge energy changes all these times by a factor $e^{0.1/0.0388}\simeq13$.

Thermal wandering hides this dent. Hold a step at both ends of a chord $w$. Each half alone would give its midpoint the variance $kTw/2\tilde\beta$; the two constraints together halve it, leaving $kTw/4\tilde\beta$. For $w=93$ nm the root is 0.92 nm, more than the dent. The model therefore describes a mean shape, to be sought by averaging over many islands. Raising $\ell$ improves the ratio of dent to wandering as $\sqrt\ell$, but all times grow as $\ell^4$.

A more pointed loop, $\kappa=\delta+(1-\delta)\tfrac{128}{35}\sin^8s$ with the same $\delta$, $\ell$ and temperature, does better: its computed dent is 3.9 nm against a wandering of 1.1 nm. This holds for an isotropic stiffness; the anisotropy treated next was not applied to this loop and may reduce its dent too.

Real Pd(111) steps are also anisotropic. The kink model gives a stiffness at $15^\circ$ tilt that is 0.42 of its value along the close-packed edge, but it ignores the triangular lattice and is only a rough guide at such a tilt. At $30^\circ$ the lattice itself gives an estimate. At low temperature the step is there a random sequence of two close-packed directions. Each atom spacing carries it $a\sqrt3/2$ forward and $\pm a/2$ sideways, so the variance per length is $a/(2\sqrt3)$. The stiffness is then $2\sqrt3\,kT/a=0.49$ eV/nm, or 0.46 of the kink-model value along the edge. With nearest-neighbour bonds on the triangular lattice the edge value itself is about 17\% larger, so the fraction is nearer 0.4. As a simple trial, keep $\sigma$ the same in all directions, ignore the difference between the two kinds of close-packed step on a (111) face, and take a sixfold stiffness that is largest along the flat sides and falls to a similar fraction, 0.42, at $30^\circ$ from them. It reduces the dent of the first loop to 0.25 nm, about one row. It is still temporary, lasting until 109 min. The depth depends on the angular profile, and this trial is too stiff near the close-packed direction. The nearest-neighbour triangular lattice gives 0.84, 0.63 and 0.50 of its edge value at $5^\circ$, $10^\circ$ and $15^\circ$, against 0.96, 0.86 and 0.71 for the trial. With the lattice stiffness the dent is only 0.15 nm, less than one row, and concavity has ended by 107 min.

Atoms can also travel over the terraces. A ripple of wavenumber $k$ on the step sets up an adatom excess that decays as $e^{-k|y|}$ on each side. The two terraces together exchange $2c_{\rm eq}Dk\,\mu/kT$ atoms per length and time, against $\sigma k^2\mu/kT$ delivered by the edge. Here $c_{\rm eq}D\simeq(\nu a^2/\Omega)e^{-E_t/kT}$, up to a factor of order one that depends on the adsorption sites, with $E_t$ the energy for forming and moving a terrace atom. For $E_t\simeq1.10$ eV and $k=2/\ell$ the ratio $2c_{\rm eq}D/\sigma k$ is 0.18, if attachment is free on both sides. Were $E_t$ lower by 0.1 eV, the ratio would be 13 times larger, and edge diffusion alone would no longer be the right model. The linearization is safer: on the first loop the largest $\mu/kT$ at the start is 0.047.

\section{The general statement and its proof}

Edge diffusion with an isotropic step energy has the following properties, for as long as the loop stays smooth and simple.

(a) The area is constant, and the perimeter decreases strictly unless the loop is a circle.

(b) Let a smooth convex loop have a point where $\kappa=\kappa_{ss}=0$ and $\kappa_{ssss}>0$. Then it becomes concave there at once. Every strictly convex loop close enough to it, in the smooth sense, also becomes concave.

(c) By contrast, if atoms are exchanged with a uniform adatom reservoir at fixed island area, $V=M(\bar\kappa-\kappa)$ with $M>0$ and $\bar\kappa=2\pi/L$, a strictly convex loop stays strictly convex.

\textit{Proof of (a).} This is (\ref{LA}). Equality $\dot L=0$ needs $\kappa_s=0$ everywhere, and a simple closed curve of constant curvature is a circle.

\textit{Proof of (b).} At the given point (\ref{keq}) reduces to $\kappa_t=-B\kappa_{ssss}<0$, so $\kappa<0$ there at some small time $t_0$. The proof uses one standard property of this parabolic flow: over a short time its solution depends continuously on the initial loop. A loop close enough to the first therefore also has negative curvature at $t_0$. The loops (\ref{loop}) are of this kind: $\delta=0$ satisfies the hypothesis, and small $\delta>0$ gives its strictly convex neighbours. $\square$

\textit{Proof of (c).} Equation (\ref{kin}) now gives
\begin{equation}
\kappa_t=M\left(\kappa_{ss}+\kappa^3-\bar\kappa\kappa^2\right).
\end{equation}
Let $m(t)$ be the smallest curvature. At the minimum $\kappa_{ss}\ge0$, so while $m>0$ we have $\dot m\ge-M\bar\kappa m^2$, that is $d(1/m)/dt\le M\bar\kappa$. Among loops of area $A$ the circle is shortest, $L\ge2\sqrt{\pi A}$, hence $\bar\kappa\le\sqrt{\pi/A}$ and
\begin{equation}
m(t)\ge\frac{m(0)}{1+M\,m(0)\sqrt{\pi/A}\;t}>0 .\qquad\square
\end{equation}

In case (c) the perimeter falls too, since $\dot L=M\int\kappa(\bar\kappa-\kappa)\,ds=-M\int(\kappa-\bar\kappa)^2ds$. Both laws shorten the step at fixed area, so shortening cannot be what protects convexity. The protection comes from the second-order equation, in which a minimum of $\kappa$ is pulled up by its surroundings. The fourth-order equation (\ref{keq}) has no such property. Started from the same loop with $\delta=0.02$ and followed to $t=2\ell^2/M$, the exchange law never takes the lowest curvature below its starting value 0.020, to the digits given.

Part (b) survives an anisotropic stiffness $\tilde\beta(\theta)>0$, for which $V\propto(\tilde\beta\kappa)_{ss}$. Near the flat point $\kappa=O(s^4)$, so the tangent angle changes by $O(s^5)$ and $(\tilde\beta\kappa)_{ssss}=\tilde\beta\kappa_{ssss}$ there. What must then decrease is the total step energy, not the perimeter.

Part (b) does not say that every dent heals. For the loop with $\delta=0.02$ the healing is a computed result, consistent with the decay of small distortions of a circle. The values behind it are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
MODEL LOOP (lengths in ell, times in tau)
delta = 0.02; largest initial curvature = 2.632 /ell
initial length, width = 2.658, 0.972 ell
d kappa/dt at flat side, moved curve = -62.720 /(ell tau)
d kappa/dt at flat side, formula = -62.720 /(ell tau)
dL/dt at start: moved curve -26.8194, formula -26.8194 ell/tau
concavity starts at 3.379e-04 tau (linear estimate 3.189e-04)
concavity ends at 0.0201 tau
lowest curvature = -0.1304 /ell at 0.0072 tau
deepest dent = 0.00696 ell at 0.0060 tau
t/tau, mid-side curvature*ell, perimeter/ell, dent/ell:
  0.0000    0.0200   6.28319   0.00000
  0.0010   -0.0325   6.25724   0.00123
  0.0050   -0.1215   6.16456   0.00677
  0.0100   -0.1200   6.06108   0.00521
  0.0200   -0.0019   5.87991   0.00000
  0.0500    0.4450   5.53511   0.00000
  0.1000    0.9197   5.37951   0.00000
  0.2500    1.1640   5.35905   0.00000
area = 2.2854 ell^2, equal-area radius = 0.8529 ell
perimeter of equal-area circle = 5.35903 ell
largest relative area drift = 3.8e-09
late decay rate: computed 22.673, circle law 22.675 /tau
rounder loop delta=0.5: lowest curvature = 0.4242 /ell
exchange-limited control: lowest curvature = 0.02000 /ell
PD ISLAND ON PD(111), rough typical inputs
T = 450 K, kT = 0.03878 eV, ell = 100 nm, nu = 1e+13 /s
atom spacing = 0.275 nm, row spacing = 0.2382 nm, atom area = 0.06549 nm^2
energies: kink 0.1, edge transport 0.8, terrace 1.1 eV
step stiffness = 1.058 eV/nm; sigma = 3.018e+03 nm/s
B = 3.533e+02 nm^4/s; tau = 2.831e+05 s = 78.6 h
island length, width = 266, 97 nm
perimeter: start 628.3, end 535.9 nm
concave from 96 s to 95 min
deepest dent at 28 min
dent depth = 0.70 nm = 2.9 rows
dent chord = 93 nm
NEGLECTED EFFECTS
thermal wandering over the chord = 0.92 nm
pointed loop: dent = 3.94 nm, wandering = 1.12 nm
pointed loop: concave from 1.2 to 141 min
terrace/edge transport, two-lobed mode, upper estimate = 0.183
largest mu/kT = 0.0470
stiffness at 15 deg tilt / stiffness at 0 deg = 0.421
sixfold stiffness: dent = 0.25 nm, concave 69 s to 109 min
\end{verbatim}
